\section*{Why ALDA Fails to Bind Excitons in a Model Crystal}

\section{A large kernel element with almost no effect}

In a simple cubic model crystal, the adiabatic local density approximation (ALDA) has a kernel whose cell average is $-19.4$ hartree\,bohr$^3$. That is more than twice the size of the Hartree interaction at the shortest reciprocal-lattice vector, $7.96$ hartree\,bohr$^3$. Yet at $q=0.01$ bohr$^{-1}$, deleting the long-wavelength ($G=G'=0$) matrix element of the kernel, which equals this average, together with all elements that couple it to shorter wavelengths, changes the static dielectric constant, $1.50$, by only $6\times10^{-6}$. The remaining ALDA elements raise the same constant by $0.067$.

So one part of ALDA disappears in the optical limit and another does not. The absence of bound excitons in the ALDA spectrum of this model crystal rests on both facts: the first part cannot act, and the second is too weak to bind.

The crystal has lattice constant 5 bohr, two electrons per cell, and Gaussian wells of depth 2 hartree and range 1.5 bohr. The wells are the Kohn--Sham potential itself. The kernel, with Slater exchange and Perdew--Wang correlation, is evaluated on the resulting density. The lowest direct gap is $E_g=0.438$ hartree ($11.9$ eV). Numbers refer to this model with 81 plane waves (with 257 plane waves the gap becomes $0.439$ hartree and the kernel average $-19.5$ hartree\,bohr$^3$); the numerical check checks the optical-limit formula, the $q^2$ decay of the ALDA head and wings, and the pole condition numerically.

\section{Which kernel elements survive}

Hartree atomic units are used. The crystal is an insulator with time-reversal symmetry and a local Kohn--Sham potential, $\mathbf q$ points along $x$, and $0\le\omega<E_g$. Matrices carry reciprocal-lattice indices $G,G'$. The element with $G=G'=0$ is the head, those with one zero index are the wings, and the rest is the body.

\subsection{Removing the macroscopic Coulomb term}

Let $v$ be the Coulomb matrix, $v_0=4\pi/q^2$ its head, and $\bar v$ the same matrix without its head. With exchange-correlation kernel $f$, define
\begin{equation}
\chi^{-1}=\chi_s^{-1}-v-f,\qquad
\bar\chi^{-1}=\chi_s^{-1}-\bar v-f .
\end{equation}
The two inverses differ by $v_0$ in the head, so $\chi=\bar\chi+\bar\chi(v-\bar v)\chi$. Its head is $\chi_{00}=\bar\chi_{00}+\bar\chi_{00}v_0\chi_{00}$, which gives
\begin{equation}
\chi_{00}=\frac{\bar\chi_{00}}{1-v_0\bar\chi_{00}},\qquad
1+v_0\chi_{00}=\frac{1}{1-v_0\bar\chi_{00}} .
\end{equation}
The macroscopic dielectric function is the reciprocal of the head of the inverse dielectric matrix:
\begin{equation}
\varepsilon_M=\frac{1}{1+v_0\chi_{00}}=1-\frac{4\pi}{q^2}\bar\chi_{00}.
\label{eps}
\end{equation}
Optical excitons are therefore poles of $\bar\chi$.

\subsection{Powers of q in the Kohn--Sham response}

Let $V$ be the crystal volume, $\Delta=\epsilon_{c,k+q}-\epsilon_{vk}$, and $\rho_G=\langle vk|e^{-i(q+G)\cdot r}|c,k+q\rangle$. Time reversal turns each antiresonant amplitude into a resonant one at $-k-q$, so both terms share the same sum. With a factor 2 for spin,
\begin{equation}
\begin{aligned}
\chi_{s,GG'}&=\frac{2}{V}\sum_{vck}\rho_G\rho_{G'}^*
\left[\frac{1}{\omega-\Delta}-\frac{1}{\omega+\Delta}\right]\\
&=-\frac{2}{V}\sum_{vck}\frac{2\Delta}{\Delta^2-\omega^2}\,\rho_G\rho_{G'}^* .
\end{aligned}
\label{chis}
\end{equation}

For $G=0$ the amplitude is the overlap $\langle u_{vk}|u_{c,k+q}\rangle$ of cell-periodic functions, which vanishes at $q=0$ by orthogonality. To find its slope, use $H_k=(p+k)^2/2+v_s$, for which
\begin{equation}
H_{k+q}-H_k=q(p_x+k_x)+q^2/2 .
\end{equation}
Taking this operator between $u_{vk}$ and $u_{c,k+q}$, and letting each Hamiltonian act on its own eigenfunction, gives
\begin{equation}
\Delta\,\langle u_{vk}|u_{c,k+q}\rangle
=q\langle u_{vk}|p_x+k_x|u_{c,k+q}\rangle+\tfrac12q^2\langle u_{vk}|u_{c,k+q}\rangle .
\end{equation}
To first order the term in $k_x$ drops by orthogonality, so $\rho_0=q\,p_{vc}/\Delta+O(q^2)$, where $p_{vc}$ is the matrix element of $p_x$. For $G\ne0$, $\rho_G$ is generally finite. Head, wings and body of $\chi_s$ are thus of order $q^2$, $q$ and 1. In a metal, $\Delta$ can vanish and this counting fails.

\subsection{The scaled kernel}

Let $D=\mathrm{diag}(q,1,1,\ldots)$ and write $\chi_s=DSD$, where $S$ has a finite limit. Then
\begin{align}
\bar\chi^{-1}&=D^{-1}S^{-1}D^{-1}-(\bar v+f)\nonumber\\
&=D^{-1}\left[S^{-1}-D(\bar v+f)D\right]D^{-1}.
\end{align}
Inverting, and setting $K=\lim_{q\to0}D(\bar v+f)D$, gives $\bar\chi\to DTD$ with
\begin{equation}
T=(S^{-1}-K)^{-1}=(1-SK)^{-1}S .
\end{equation}
The head of $DTD$ is $q^2T_{00}$, which cancels the $1/q^2$ in Eq.~\eqref{eps}:
\begin{equation}
\varepsilon_M=1+4\pi Y,\qquad Y=-T_{00}.
\label{limit}
\end{equation}
The kernel enters only through the limits of $q^2f_{00}$, $qf_{0G}$, $qf_{G0}$ and $f_{GG'}$. A finite head and finite wings drop out; a finite body stays. A screened form $-\alpha/(q^2+\mu^2)$ with $\mu\neq0$ also has a finite head and drops out. A $1/q^2$ head or $1/q$ wings can act directly on the macroscopic channel.

The program tests Eq.~\eqref{limit} against the full matrix inversion at small finite $q$, for the RPA, the full ALDA kernel, a $1/q^2$ head and $1/q$ wings, at two frequencies.

\section{The contributions weighed}

\subsection{Head and wings of ALDA}

The ALDA kernel is $f(\mathbf r)\delta(\mathbf r-\mathbf r')$, with $f$ the density derivative of the exchange-correlation potential. Its matrix is $f_{GG'}=f(G-G')$, the Fourier coefficient of a periodic function. The density here is nowhere below $0.00024$ bohr$^{-3}$, so $f(\mathbf r)$ is finite everywhere.

Let $\bar\chi$ now contain only the body of $f$, and restore the head. The first-order change is $\delta\bar\chi_{00}=\bar\chi_{00}f_{00}\bar\chi_{00}=q^4Y^2f_{00}$, so
\begin{equation}
\delta\varepsilon_M^{\rm head}=-4\pi q^2Y^2f_{00}.
\end{equation}
With $4\pi Y=0.500$, or $Y=0.0398$, and $q=0.01$ bohr$^{-1}$, this is
$4\pi\times10^{-4}\times0.0398^2\times19.4=3.9\times10^{-5}$.

The wings give, to first order,
\begin{equation}
\delta\bar\chi_{00}=\bar\chi_{00}\sum_{G\ne0}
\left[f_{0G}\bar\chi_{G0}+\bar\chi_{0G}f_{G0}\right].
\end{equation}
Power counting alone gives $q^2\cdot q$, hence a change of order $q$ in $\varepsilon_M$. Time reversal removes it. Replacing all orbitals by their complex conjugates maps the occupied set onto itself and exchanges $r$ and $r'$ in the response, so the response is symmetric in its two positions. In Fourier space this reads $\bar\chi_{GG'}(q)=\bar\chi_{-G',-G}(-q)$. Using it in the second term, and then renaming $G\to-G$, gives
\begin{equation}
\sum_{G\neq0}\bar\chi_{0G}(q)f(G)=\sum_{G\neq0}\bar\chi_{G0}(-q)f(-G).
\end{equation}
Since $f_{0G}=f(-G)$, the bracket becomes $f(-G)[\bar\chi_{G0}(q)+\bar\chi_{G0}(-q)]$, whose linear part cancels. Terms with two wing elements of $f$ contain either $\bar\chi_{00}^2$ times a body element of $\bar\chi$, or $\bar\chi_{00}$ times two wing elements of $\bar\chi$. Both are of order $q^4$, hence of order $q^2$ in $\varepsilon_M$.

The computed total is $-6.2\times10^{-6}$ at $q=0.01$ bohr$^{-1}$, and the last halving of $q$ reduces it by $3.998$, as a $q^2$ law requires. Subtracting the head term leaves about $-4.5\times10^{-5}$ for the wings. The two parts largely cancel here, but each vanishes separately as $q\to0$.

\subsection{Local fields and the ALDA body}

Let $X=-S_{00}$, let $w$ be the column of wings $S_{G0}$, and let $B$ be the body of $S$. If $K$ has only a body $K_b$, the equation $T=S+SKT$ gives for the first column
\begin{align}
T_{b0}&=w+BK_bT_{b0}=(1-BK_b)^{-1}w,\\
T_{00}&=-X+w^\dagger K_bT_{b0},
\end{align}
and therefore
\begin{equation}
Y=X-w^\dagger K_b(1-BK_b)^{-1}w .
\label{body}
\end{equation}
The body acts because light induces short-wavelength density through $w$, the kernel modifies it, and $w^\dagger$ carries the result back.

For Hartree alone, $K_b=\bar v_b$, the positive body of $\bar v$, and the subtracted term is $w^\dagger(\bar v_b^{-1}-B)^{-1}w$. It is positive because $-B$ is positive, so Hartree local fields lower $\varepsilon_M$. On one $4\times4\times4$ mesh the static values are:
\begin{itemize}
\item without local fields, $1.560$;
\item with Hartree local fields (RPA), $1.432$, a change of $-0.128$;
\item with the ALDA body added, $1.500$, a change of $+0.067$.
\end{itemize}
The last digits belong to this mesh and basis: meshes of $8^3$ points and finer give $1.570$, $1.441$ and $1.509$, a basis of 257 plane waves with 485 $G$ vectors adds $0.002$ to $0.004$, and the ALDA change stays between $0.066$ and $0.068$. The ALDA body undoes about half of the Hartree reduction. It alters the optical limit without any $1/q^2$ term.

\subsection{Singular head and wings}

Add a head $-\alpha/q^2$ to the RPA kernel. Its scaled value is $-\alpha$. If $Y$ belongs to the RPA and $Y'$ to the new kernel, the head of $T'=T+T\,\delta K\,T'$ is
\begin{equation}
-Y'=-Y+(-Y)(-\alpha)(-Y')=-Y-\alpha YY' .
\end{equation}
Solving for $Y'$,
\begin{equation}
Y'=\frac{Y}{1-\alpha Y},\qquad
\varepsilon_M=1+\frac{4\pi Y}{1-\alpha Y}.
\label{lrc}
\end{equation}
For $\alpha=2$, $Y=0.432/4\pi=0.0344$ and $\varepsilon_M=1+0.432/(1-0.0688)=1.464$. Wings $\pm1/q$ on the two shortest vectors along $x$, odd in $G$, instead change the RPA value to $1.406$. Both effects survive at $q=0$.

\section{When a kernel binds}

\subsection{Counting poles below the gap}

Here a bound exciton means a pole of $\bar\chi$ below the lowest direct Kohn--Sham gap. Set $A=-S$. By Eq.~\eqref{chis}, $A$ is a sum of positive terms with weights $2\Delta/(\Delta^2-\omega^2)$, which grow with $\omega$. Assume $A$ is invertible on the retained $G$ vectors. Then
\begin{equation}
T=-M^{-1},\qquad M(\omega)=A^{-1}(\omega)+K,
\end{equation}
and a pole occurs where $M$ has a zero eigenvalue. Since
\begin{equation}
M=A^{-1/2}\left(1+A^{1/2}KA^{1/2}\right)A^{-1/2},
\end{equation}
$M$ has as many negative eigenvalues as $-A^{1/2}KA^{1/2}$ has eigenvalues above 1. The latter matrix has the same eigenvalues as $-AK=SK$. A pole therefore means that an eigenvalue of $SK$ equals 1.

For a static kernel, $A^{-1}$ decreases as $A$ grows, so the number of eigenvalues of $SK$ above 1 cannot fall as $\omega$ rises. If the largest is below 1 at $E_g$, there is no pole anywhere below. A positive $K$ makes $M$ positive, so the RPA has no bound exciton.

An attractive $K$ must exceed a threshold if $A(E_g)$ is finite. Near an ordinary three-dimensional minimum of the direct gap, $\Delta-E_g\propto k^2$ and the edge contributes $\int k^2dk/k^2$, which is finite. In one dimension the corresponding $\int dk/k^2$ diverges, so this argument for a threshold is lost.

The program tests the pole condition by direct diagonalization in the space of transitions on a small mesh, for a singular head and for an enlarged ALDA body.

\subsection{The ALDA body is below threshold}

At $E_g$ the largest eigenvalue of $SK$ for ALDA is $0.089$, $0.090$ and $0.090$ on meshes of $6^3$, $8^3$ and $10^3$ points, and about $0.09$ when extrapolated in the inverse mesh number. A pole needs 1. The result is less settled in the number of $G$ vectors: keeping 27 or 57 of the 81 gives $0.12$ or $0.25$. The value with 81 vectors is thus not converged, and the sequence is not monotonic. It settles when more vectors are kept: on a $4^3$ mesh, where 81 vectors give $0.089$, a set of 485 $G$ vectors gives $0.059$ to $0.060$ for orbital bases of 81 to 257 plane waves. The value converged in $G$ is therefore about $0.06$, far below 1.

This weakness is not evident from the matrix elements. Every diagonal element of the ALDA body equals $f(0)=-19.4$, so at the shortest $G$ the diagonal sum with Hartree is $7.96-19.4=-11.4$ hartree\,bohr$^3$, which is attractive. The off-diagonal elements matter. For a density pattern $\rho(\mathbf r)=\sum_{G\ne0}x_Ge^{iG\cdot r}$ and cell volume $\Omega$,
\begin{equation}
\sum_{GG'}x_G^*f(G-G')x_{G'}=\frac1\Omega\int_\Omega f(\mathbf r)|\rho(\mathbf r)|^2d^3r .
\end{equation}
The exchange part of $f$ varies as $-n^{-2/3}$ and is largest where the density $n$ is small. A transition density contains a valence orbital, so $|\rho|^2$ falls roughly as $n$ there, and the product falls as $n^{1/3}$. The cell average thus overstates the attraction felt by a transition. On a $4^3$ mesh, the value of $f$ averaged over each transition density, with the transitions weighted by their share of the response at $E_g$, is about $-4$ hartree\,bohr$^3$, and no transition feels more than about $-11$ (about $-13$ with 257 orbital plane waves). Hartree repulsion also matters. Since $\bar v$ is positive, the largest eigenvalue of $SK$ for $\bar v$ plus $x$ times the ALDA body is at most $x$ times the value for the body alone. It reaches 1 at $x=3.0$, as stated next, so the body alone gives at least $1/3.0=0.33$. This bound is not tight: on a $4^3$ mesh with 81 $G$ vectors the body alone gives $0.61$, and the Hartree term lowers this to $0.09$. Hartree repulsion thus supplies $0.52$ of the margin of $0.91$ below 1, somewhat more than half.

Short range is no absolute bar to binding. With 81 $G$ vectors and the $10^3$ mesh, multiplying the ALDA body by $3.0$ produces a pole at $E_g$, while static instability sets in at $5.0$; both factors belong to this truncation and are not converged in the number of $G$ vectors: on a $4^3$ mesh, going from 81 to 485 vectors moves them from $3.27$ to $3.37$ and from $5.00$ to $5.45$. The absence of a bound exciton is therefore a result about the strength of ALDA in this crystal. The vanishing head and wings remove its direct action on the macroscopic channel; they do not by themselves forbid binding.

\subsection{The singular head has a threshold too}

By Eq.~\eqref{lrc}, a head $-\alpha/q^2$ with Hartree local fields gives a pole where $\alpha Y(\omega)=1$. In the RPA $M$ is positive and decreases with $\omega$, so $Y$, the head of $M^{-1}$, increases. A bound exciton with a stable ground state requires
\begin{equation}
\frac1{Y(E_g)}<\alpha<\frac1{Y(0)} .
\end{equation}
At the upper limit the excitation energy reaches zero.

On the $10^3$ mesh $Y(0)=0.0351$, so the upper limit is $28.5$. The edge value is harder to converge: $Y(E_g)$ is $0.107$, $0.116$ and $0.121$ on the three meshes, and $0.142$ extrapolated from the two finest of them ($0.141$ from meshes up to $20^3$). The lower limit is then about $7$, against $1/0.121=8.3$ from the finest mesh alone. The earlier choice $\alpha=2$ changes $\varepsilon_M$ but binds nothing, since $2\times0.142=0.28<1$.

At the middle of the window, $\alpha=17.75$, the exciton lies at $0.346$ hartree on both finer meshes. Its binding energy relative to the direct Kohn--Sham gap is $0.438-0.346=0.092$ hartree, or $2.5$ eV. The same static head also acts at $\omega=0$. There $4\pi Y=0.441$ and $\alpha Y=0.623$, so the dielectric constant rises from $1.44$ to $1+0.441/0.377=2.17$. In this one-parameter kernel, binding and static screening cannot be adjusted separately.

These energies leave out quasiparticle corrections to the Kohn--Sham gap, and $\alpha$ is a model parameter. What the comparison shows is where each kernel acts: the singular head multiplies the summed dipole response $Y$, while ALDA reaches light only through the microscopic fields in Eq.~\eqref{body}.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant 5.0 bohr, well depth 2.0 hartree, range 1.5 bohr
plane waves and G vectors: 81
k at smallest direct gap (units 2pi/a): [0.5 0.  0. ]
smallest direct gap E_g: 0.43791 hartree = 11.916 eV
fundamental gap: 0.34434 hartree
density min, max: 0.00024, 0.25203 bohr^-3
ALDA head f_00: -19.4066 hartree bohr^3
ALDA wing f_0G, shortest G: 6.5265 hartree bohr^3
Hartree body 4pi/G^2, shortest G: 7.9577 hartree bohr^3
Static eps_M in the optical limit, 4x4x4 mesh (dimensionless):
  no local fields: 1.56006
  RPA with local fields: 1.43232
  ALDA (only its body acts): 1.49972
  RPA + head -2/q^2: 1.46427
  RPA + odd wings of size 1/q, shortest G along x: 1.40595
Part of static eps_M due to ALDA head and wings:
  q = 0.04 bohr^-1: -9.9736e-05
  q = 0.02 bohr^-1: -2.4978e-05
  q = 0.01 bohr^-1: -6.2472e-06
  ratio for the last halving of q: 3.9982
Pole test, 2x2x2 mesh (hartree):
  predicted 0.451836, head kernel 0.451836, scaled body 0.451836
Largest eigenvalue of S K for ALDA at E_g (a pole needs 1):
  mesh 6x6x6: 0.0888
  mesh 8x8x8: 0.0896
  mesh 10x10x10: 0.0902
  extrapolated in 1/mesh: 0.0925
  10x10x10 mesh, only 27 G vectors: 0.1206
  10x10x10 mesh, only 57 G vectors: 0.2502
  at omega = 0, 10x10x10 mesh: 0.0790
ALDA body factor needed to bind at E_g, 10x10x10 mesh: 3.006
ALDA body factor for static instability: 5.005
Head kernel -alpha/q^2 with Hartree local fields:
  Y(0), 10x10x10 mesh: 0.03512
  Y(E_g), mesh 6x6x6: 0.10667
  Y(E_g), mesh 8x8x8: 0.11581
  Y(E_g), mesh 10x10x10: 0.12110
  Y(E_g), extrapolated: 0.14225
  alpha needed to bind: 7.0301; unstable above: 28.4731
  alpha chosen at the middle of the window: 17.7516
  exciton energy, meshes 8 and 10: 0.34601, 0.34583 hartree
  binding energy: 0.09208 hartree = 2.506 eV
\end{verbatim}
